# Why a short pump pulse leaves microring heralded photons impure

**Question.** A microring makes photon pairs by spontaneous four-wave mixing: two pump photons from one resonance become a signal photon and an idler photon in two others. Detecting the idler heralds the signal. A narrowband pump fixes the sum of the two photon energies, so the photons are strongly correlated in frequency and the heralded one is mixed. A pump pulse much broader than the resonance should remove that constraint. Yet when the three linewidths are equal, the purity stops short of one. Why does it stop, and would a figure of 93 percent be right for the limit?

**Answer.**

## The ring sets its own pump duration

A broadband pulse without chirp is short outside the ring, but the light it leaves inside decays at the rate of the pump resonance. Pairs can be born throughout this ring-down. The signal and idler of a pair share one birth time, and the idler carries away partial information about it. When the idler is detected without using that information, the signal is left in a mixture.

To make this quantitative, let each resonance be an isolated Lorentzian, with the centres satisfying $2\omega_p=\omega_s+\omega_i$. Fields are written in frames rotating at these centres. Let $\gamma_p$ be the decay rate of the pump field and $\gamma$ that of both the signal and idler fields, including loss. The energy then decays at $2\gamma$, and the full width at half maximum is $2\gamma$ in angular frequency. The pump is weak enough that at most one pair matters and that nonlinear shifts of the resonances are negligible.

An impulse here means an unchirped pulse much shorter than the ring-down, yet with a spectrum narrow enough to miss the neighbouring resonances. Arriving at $t=0$, it leaves the pump field

$$A(t)=A_0e^{-\gamma_pt},\qquad t>0 .$$

Each pair consumes two pump photons, so the amplitude for birth at time $t$ is proportional to the square of the field:

$$F(t)=e^{-2\gamma_pt},\qquad t>0,$$

where the constant $A_0^2$ has been dropped because it cancels in the purity. Once the incident pulse has ended, the ring alone sets this tail. Making an impulse shorter still does not change the decay.

## The two-photon amplitude

A photon born at $t$ leaves the ring at a later time $\tau$ with amplitude proportional to $e^{-\gamma(\tau-t)}$. The amplitude for the signal to leave at $t_s$ and the idler at $t_i$ is the sum over all births that precede both exits:

$$\psi(t_s,t_i)=\int_0^{\min(t_s,t_i)}F(t)\,e^{-\gamma(t_s-t)}e^{-\gamma(t_i-t)}\,dt .$$

For $\gamma_p=\gamma$ the growing factor $e^{2\gamma t}$ cancels the decay of $F$. The integrand is then constant in $t$, and

$$\psi(t_s,t_i)=\min(t_s,t_i)\,e^{-\gamma(t_s+t_i)} .$$

The exponential is a product of a signal function and an idler function, but the minimum is not. It is the trace of the common birth.

The same obstacle appears in frequency. Let $x$ and $y$ be the signal and idler detunings, and multiply $\psi$ by $e^{ixt_s+iyt_i}$ before integrating. With $t_s=t+u$ and $t_i=t+v$, the integrals over $u$ and $v$ give $1/(\gamma-ix)$ and $1/(\gamma-iy)$. What remains is the integral of $F(t)e^{i(x+y)t}$, so

$$\phi(x,y)=\frac{1}{(\gamma-ix)(\gamma-iy)\,[2\gamma_p-i(x+y)]} .$$

The last factor is the pump spectrum after the ring has filtered it and two pump fields have been combined. A product $a(x)b(y)$ has a logarithm whose mixed derivative vanishes. Here

$$\frac{\partial^2\ln\phi}{\partial x\,\partial y}=-\frac{1}{[2\gamma_p-i(x+y)]^2}\neq0,$$

so the photons are entangled for every finite $\gamma_p$. With equal linewidths, the last factor varies over a range of $x+y$ comparable to the photon linewidths, and it cannot be treated as constant.

## From birth times to purity

Describe a photon born at $t$ by the normalized wave packet

$$e_t(\tau)=\sqrt{2\gamma}\,e^{-\gamma(\tau-t)}\quad(\tau>t),$$

which is zero at earlier times. For two births with $t'>t$, both packets are nonzero only after $t'$, and their overlap is

$$\int_{t'}^\infty2\gamma\,e^{-\gamma(2\tau-t-t')}d\tau=e^{-\gamma(t'-t)} .$$

For either order this is $g(t,t')=e^{-\gamma|t-t'|}$. Births much closer together than $1/\gamma$ give nearly identical photons, while births much further apart give distinguishable ones.

Apart from a constant factor, the pair state is

$$|\psi\rangle=\int F(t)\,|e_t\rangle_s|e_t\rangle_i\,dt .$$

Write $F_k=F(t_k)$ and $g_{kl}=g(t_k,t_l)$. If the idler detector does not resolve arrival time or frequency within the photon, the idler must be traced out. This leaves the unnormalized signal operator

$$\sigma=\iint F_1F_2\,g_{12}\,|e_{t_1}\rangle\langle e_{t_2}|\,dt_1dt_2 .$$

The factor $g_{12}$ shows the damage: the idler overlap reduces the coherence between different birth times of the signal. The trace supplies a second overlap, so the norm is

$$N=\mathrm{Tr}\,\sigma=\iint F_1F_2\,g_{12}^2\,dt_1dt_2 .$$

The purity is $P=\mathrm{Tr}\,\sigma^2/N^2$. Multiplying two copies of $\sigma$ and tracing gives

$$\mathrm{Tr}\,\sigma^2=\int F_1F_2F_3F_4\,g_{12}g_{23}g_{34}g_{41}\,dt_1dt_2dt_3dt_4 .$$

Loss after birth does not alter this result for the emitted single-photon component. A lost signal photon adds vacuum to the heralded output, which is counted as inefficiency and not in $P$.

## Doing the integrals

Measure time in units of $1/\gamma$ and set $r=\gamma_p/\gamma$, so that $F=e^{-2rt}$. For the norm, take $t_1<t_2$ and multiply by two. With $t_1=u_0$ and $t_2=u_0+u_1$,

$$N=2\int_0^\infty e^{-4ru_0}du_0\int_0^\infty e^{-(2r+2)u_1}du_1=\frac{1}{4r(r+1)} .$$

For the four-time integral, sort the times and let $u_0$ be the earliest, followed by gaps $u_1,u_2,u_3$. The times add up to $4u_0+3u_1+2u_2+u_3$, so the product of the four birth amplitudes is

$$e^{-8ru_0-6ru_1-4ru_2-2ru_3} .$$

The overlaps depend on the length of the closed tour $t_1\to t_2\to t_3\to t_4\to t_1$. There are 24 ways to assign the labels to the sorted times. One time lies alone on one side of each outer gap, so the tour crosses $u_1$ and $u_3$ twice each. The middle gap separates the two earliest times from the two latest:

- If the two earliest times are neighbours on the tour, the middle gap is crossed twice. This holds for 16 assignments.
- If they are opposite each other, all four links cross the middle gap. This holds for the other 8, because each of the three remaining times is opposite the earliest in 8 assignments.

Adding the exponents from the overlaps therefore gives

$$\mathrm{Tr}\,\sigma^2=\frac{1}{8r(6r+2)(2r+2)}\left[\frac{16}{4r+2}+\frac{8}{4r+4}\right].$$

The bracket is

$$\frac{8}{2r+1}+\frac{2}{r+1}=\frac{2(6r+5)}{(2r+1)(r+1)},$$

and the prefactor is $1/[32r(3r+1)(r+1)]$. Hence

$$\mathrm{Tr}\,\sigma^2=\frac{6r+5}{16r(r+1)^2(2r+1)(3r+1)} .$$

Dividing by $N^2=1/[16r^2(r+1)^2]$ gives

$$P=\frac{r(6r+5)}{(2r+1)(3r+1)} .$$

Since $(2r+1)(3r+1)=6r^2+5r+1$, the numerator is the denominator minus one, and

$$\boxed{P=1-\frac{1}{(1+2r)(1+3r)}}$$

for an impulsive pump and equal signal and idler linewidths. At $r=1$,

$$P=1-\frac{1}{3\cdot4}=\frac{11}{12}\approx0.917 .$$

The figure of 93 percent is thus slightly too high for this model: the value is 91.7 percent. Numerical evaluation of the joint spectrum, which does not use the birth-time integrals, agrees with the formula at $r=0.5$, 1, 2 and 4 within the test tolerance of 0.001.

## What the formula says in its two limits

If the pump resonance is much broader than the other two, $r\gg1$, the ring-down is short compared with the photon lifetime. Then $1-P\approx1/(6r^2)$. The impurity is quadratic in the short birth window because the linear terms cancel. For small separations, $N$ loses twice the mean separation of two births, relative to perfect overlap, so $N^2$ loses four times that mean. The four links in $\mathrm{Tr}\,\sigma^2$ also lose four times the mean.

If the pump resonance is much narrower, $r\ll1$, then $P\approx5r$. The birth window is now long compared with the photon lifetime, and many distinguishable birth times contribute. This happens even though the incident pulse is still an impulse. The spectrum that matters is the one inside the ring.

## The modes behind 11/12

For equal linewidths, the impurity can also be resolved into Schmidt modes, the matched signal and idler modes in which the pair state is a sum of products. In units of $1/\gamma$, the amplitude $\min(s,t)e^{-(s+t)}$ is real and symmetric, so its modes obey

$$\int_0^\infty\min(s,t)\,e^{-(s+t)}f(t)\,dt=\lambda f(s) .$$

Put $f(s)=e^{-s}h(s)$ and split the integral at $t=s$:

$$\lambda h(s)=\int_0^st\,e^{-2t}h(t)\,dt+s\int_s^\infty e^{-2t}h(t)\,dt .$$

On differentiation, the two endpoint terms $\pm s\,e^{-2s}h(s)$ cancel, leaving $\lambda h'=\int_s^\infty e^{-2t}h\,dt$. A second derivative gives

$$\lambda h''=-e^{-2s}h,\qquad h(0)=0,\qquad h'(\infty)=0 .$$

With $z=e^{-s}/\sqrt\lambda$, one has $dz/ds=-z$, and the equation becomes Bessel's equation of order zero,

$$z^2\frac{d^2h}{dz^2}+z\frac{dh}{dz}+z^2h=0 .$$

The solution $Y_0(z)$ behaves as $\ln z$ at small $z$, hence linearly in $s$ at late times, and violates $h'(\infty)=0$. The solution $J_0(z)$ remains. The condition at $s=0$ requires $J_0(1/\sqrt\lambda)=0$, so $\lambda_n=1/j_n^2$, where $j_n$ is the $n$th positive zero of $J_0$.

The probability of a mode is proportional to $\lambda_n^2$. The sum of these squares is the integral of $\psi^2$. Each normalized packet contains a factor $\sqrt2$ that $\psi$ lacks, so this integral is $N/4=1/32$ at $r=1$. Therefore

$$p_n=\frac{32}{j_n^4} .$$

The first three probabilities are 0.957, 0.034 and 0.006. The purity is $\sum_np_n^2$, and the first mode alone contributes $0.9568^2\approx0.915$. Most of the weight outside it lies in the second mode. The effective number of modes, $1/P=12/11\approx1.09$, is close to one, but it stays above one however short the single impulse is.

## Numbers for a ring

Take a wavelength of 1550 nm and a loaded quality factor of $10^5$ for all three resonances, as round model parameters. The optical frequency is 193.41 THz, and the linewidth is

$$\frac{193.41\ \mathrm{THz}}{10^5}=1.934\ \mathrm{GHz} .$$

The field decay rate is $\gamma=\pi\times1.934\ \mathrm{GHz}=6.076\ \mathrm{ns}^{-1}$, so the energy lifetime is $1/(2\gamma)=82.3$ ps. The birth amplitude $F$ decays with this same time constant, while the photon fields decay with twice that time. The window is therefore neither negligible nor long.

Real pulses have finite width. For Gaussian pulses without chirp, with bandwidth measured as the intensity FWHM relative to the resonance FWHM, the computed purities are:

| Bandwidth ratio | Pulse FWHM (ps) | Purity |
|---:|---:|---:|
| 0.5 | 456.3 | 0.588 |
| 1 | 228.1 | 0.768 |
| 2 | 114.1 | 0.867 |
| 5 | 45.6 | 0.909 |
| 20 | 11.4 | 0.916 |

Broadening the pulse's spectrum helps a great deal at first, because it removes the uncertainty that the pulse itself adds to the birth time. Once the pulse is short compared with the ring-down, little is left to gain. In this series the purity rises towards $11/12$ from below.

A measured joint spectral intensity can suggest a better value. It gives $|\phi|^2$, and taking its square root discards the phase of $\phi$. For equal linewidths, this procedure yields 0.942 instead of 0.917. The norm is unchanged, but $\mathrm{Tr}\,\sigma^2$ is an integral of products of four complex amplitudes. Replacing each by its magnitude removes cancellations and cannot lower the result. The phase carries part of the birth-time correlation and must be kept.

## How the limit can be passed

The first remedy is to broaden the pump resonance alone. Solving the boxed formula for $r$ means solving

$$6r^2+5r+1=\frac{1}{1-P} .$$

With a single impulse and equal signal and idler linewidths, a purity of 93 percent needs $r=1.129$, a pump resonance about 13 percent broader than the other two. For 99 percent the right side is 100, and $r=11/3\approx3.667$. In the example, the pump linewidth must then be 7.092 GHz, which corresponds to a loaded quality factor of about 27,300. At a fixed initial field in the ring, the pair probability is proportional to $N$, and so to $1/[r(r+1)]$. The actual change in rate also depends on how the broadening alters the coupling of the pulse into the ring.

The second remedy keeps the linewidths equal and shapes the pump. After the first impulse, wait a time $T$, when the field has fallen to $A_0e^{-\gamma T}$. A second impulse that adds $-A_0e^{-\gamma T}$ empties the pump resonance and ends pair creation. For $T=82.3$ ps, or $\gamma T=0.5$, the second impulse has $-0.6065$ times the field of the first. The purity rises to 0.981.

The cost follows from restricting the norm integral to births before $T$. In units of $1/\gamma$,

$$N_T=2\int_0^Te^{-4u_0}\,\frac{1-e^{-4(T-u_0)}}{4}\,du_0
=\frac{1-e^{-4T}(1+4T)}{8} .$$

Without the second impulse $N=1/8$, so the relative pair rate is $1-3e^{-2}\approx0.594$ at $T=0.5$. As $T\to0$ the births become indistinguishable and $P\to1$, but at a fixed first impulse the relative rate vanishes as $8T^2$.

This control confirms the cause: the photon resonances and the pump linewidth are unchanged, and cutting off the ring-down is enough to raise the purity. It also shows that $11/12$ is not a bound on all broadband pumps. For pulses of one sign, which cannot cancel the stored field, a search over 200 random trains of up to five impulses found no purity above $11/12$ within the test tolerance of 0.001; the best was 0.9165, which equals $11/12$ to within the accuracy of the time grid. That supports a limit for such pulses but does not prove one.

Other departures from the assumptions also change the number. Dispersion in a real ring moves $\omega_s+\omega_i$ away from $2\omega_p$; the birth amplitude then oscillates in the rotating frames, and with equal linewidths the impulsive purity falls noticeably below $11/12$ once the mismatch exceeds about $\gamma$, so the values above assume a mismatch small compared with the linewidth. Stronger pumping brings multiple pairs and nonlinear resonance shifts, unequal signal and idler linewidths require a new integral, and spectral filters or a herald detector that resolves arrival times select a different heralded state. Within the stated model, the purity stalls because the ring stretches even an impulsive pump into a birth window comparable to the lifetime of the photons it creates. The full set of computed values is in the numerical output below.

## Numbers as computed

```
wavelength: 1550 nm
loaded quality factor, all resonances: 100000
optical frequency: 193.41 THz
resonance FWHM: 1.934 GHz
field decay rate gamma: 6.076 per ns
energy lifetime 1/(2 gamma): 82.3 ps
mean birth delay weighted by F: 82.3 ps
mean birth delay weighted by F squared: 41.1 ps
equal-width purity, formula: 0.91667
equal-width purity, birth-time matrix: 0.91665
Schmidt number 1/P: 1.0909
Schmidt probability 1: matrix 0.95678, Bessel 0.95679
Schmidt probability 2: matrix 0.03447, Bessel 0.03446
Schmidt probability 3: matrix 0.00571, Bessel 0.00571
pump/signal width 0.5: purity from spectrum 0.7999, formula 0.8000
pump/signal width 1.0: purity from spectrum 0.9166, formula 0.9167
pump/signal width 2.0: purity from spectrum 0.9714, formula 0.9714
pump/signal width 4.0: purity from spectrum 0.9914, formula 0.9915
Gaussian pump 0.5 linewidths, 456.3 ps FWHM: purity 0.58770
Gaussian pump 1.0 linewidths, 228.1 ps FWHM: purity 0.76844
Gaussian pump 2.0 linewidths, 114.1 ps FWHM: purity 0.86711
Gaussian pump 5.0 linewidths, 45.6 ps FWHM: purity 0.90918
Gaussian pump 20.0 linewidths, 11.4 ps FWHM: purity 0.91645
best of 200 random positive trains: purity 0.9165
for purity 0.93: width ratio 1.129, pump FWHM 2.183 GHz, pump Q 88604
for purity 0.99: width ratio 3.667, pump FWHM 7.092 GHz, pump Q 27273
two-impulse pump, delay: 82.3 ps
two-impulse pump, second/first field: -0.6065
two-impulse pump, purity: 0.98100
two-impulse pump, pair rate relative to one impulse: 0.5940
purity if the joint phase is discarded: 0.9417
```
